\section*{Orbital magnetisation of the Haldane model: Bloch formula and finite flakes}

\section*{Problem}

The converse method for NMR shielding evaluates the orbital magnetisation of a periodic insulator in zero field from a Brillouin-zone formula, because $\mathbf r\times\mathbf v$ is not a periodic operator. This exercise compares that formula with the elementary definition on finite samples. Hartree atomic units are used, the electrons are spinless, independent and of charge $-1$, and $\mu_B=\tfrac12$. In two dimensions $M$ is a moment per area, which is a current.

The lattice vectors are $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$, the cell area is $A_c=\sqrt3a^2/2$, and the sites are $\boldsymbol\tau_A=(\mathbf a_1+\mathbf a_2)/3$, $\boldsymbol\tau_B=2\boldsymbol\tau_A$. The Hamiltonian is $H=\Delta\xi+T+H_2$. Here $\xi=+1$ on A and $-1$ on B, $T$ holds the real first-neighbour hops $t_1$, and $H_2$ holds second-neighbour hops: $t_2e^{i\varphi}$ along $+\mathbf b$ on A and along $-\mathbf b$ on B (clockwise round a hexagon), with $\mathbf b\in\{\mathbf a_1,\ \mathbf a_2-\mathbf a_1,\ -\mathbf a_2\}$, and the conjugate for the reverse hop. Position is diagonal on the sites and $\mathbf v=i[H,\mathbf r]$. A flake keeps the cells $0\le n_1,n_2<L$ ($L$ even), drops all hops that leave it, and holds $L^2$ electrons in its lowest states, with projector $P$ and $Q=1-P$. Its moment is $m=-\tfrac12\operatorname{Tr}[P(xv_y-yv_x)]$. Assume $\Delta>6|t_2|$.
\begin{enumerate}
\item[(a)] Show that every flake is gapped and that $P$ is short ranged.
\item[(b)] Find how $M_L=m/(L^2A_c)$ depends on $L$.
\item[(c)] Express $M=\lim M_L$ as a zone integral, reduce it for two bands, and find its symmetries in $\varphi$.
\item[(d)] For the model parameters $\Delta=0.20$, $t_1=-0.10$, $t_2=0.02$ Ha, $\varphi=\pi/4$, $a=5$ bohr, compare the two routes, and find what a two-point extrapolation in $1/L$ leaves behind.
\end{enumerate}

\section*{Hints}
\begin{enumerate}
\item $\xi$ anticommutes with $T$. Square $\Delta\xi+T$.
\item Write $P$ through $\operatorname{sgn}H=H(H^2)^{-1/2}$ and expand in powers of $H$.
\item The trace of a product of two Hermitian matrices is real. Use this to leave $x$ and $y$ between a $P$ and a $Q$ everywhere.
\item $QxP=Q[x,P]$. Sort the cells into interior, edge and corner.
\item Multiplying a periodic kernel by $x_i-x_j$ is a $k$ derivative.
\end{enumerate}

\section*{Solution}

\subsection*{The moment of a flake}
Since $x$ and $y$ commute, $xv_y-yv_x=i(xHy-xyH-yHx+yxH)=i(xHy-yHx)$. Let $z=\operatorname{Tr}[PxHy]$. The adjoint of $PxHy$ is $yHxP$, so $\operatorname{Tr}[PyHx]=z^*$ and
\begin{equation}
m=-\tfrac i2(z-z^*)=\operatorname{Im}\operatorname{Tr}[PxHy].
\label{m}
\end{equation}
The matrix elements of the moment operator are $\hat m_{ij}=-\tfrac i2H_{ij}(\mathbf r_i\times\mathbf r_j)_z$. The sign agrees with the energy. For charge $-1$ a field enters as $H_{ij}\to H_{ij}\exp(-i\int_j^i\mathbf A\cdot d\mathbf l)$, and for $\mathbf A=\tfrac B2(-y,x)$ on a straight bond the integral is $\tfrac B2(\mathbf r_j\times\mathbf r_i)_z$. Then $-\partial_BH_{ij}=\tfrac i2H_{ij}(\mathbf r_j\times\mathbf r_i)_z=\hat m_{ij}$ at $B=0$, and the Hellmann--Feynman theorem gives $m=-dE/dB$. A shift of origin adds $-\tfrac12\mathbf r_0\times\operatorname{Tr}[P\mathbf v]$, which vanishes because $\operatorname{Tr}P[H,\mathbf r]=\operatorname{Tr}[P,H]\mathbf r=0$.

\subsection*{(a) Gap and range of the projector}
$T$ changes sublattice, so $\xi T=-T\xi$ and $(\Delta\xi+T)^2=\Delta^2+T^2$. The eigenvalues of a matrix are bounded by its largest absolute row sum, as the eigenvalue equation shows at the largest component of the eigenvector. Hence $\|T\|\le3|t_1|$ and $\|H_2\|\le6|t_2|$. The triangle inequality for $H\psi=(\Delta\xi+T)\psi+H_2\psi$ gives
\begin{equation}
g\le|E|\le W,\qquad g=\Delta-6|t_2|,\qquad W=\sqrt{\Delta^2+9t_1^2}+6|t_2| .
\label{gap}
\end{equation}
Nothing here used the shape, so \eqref{gap} holds for the crystal, a half plane, a wedge and any flake. Scaling $T$ and $H_2$ down to zero keeps $|E|\ge g>0$, so no level crosses zero, and the number of negative levels is that of $\Delta\xi$, the number of B sites, $L^2$. Thus $P=\tfrac12(1-\operatorname{sgn}H)$.

Set $Y=1-H^2/W^2$. Its eigenvalues lie in $[0,\rho]$ with $\rho=1-g^2/W^2<1$. The binomial series gives
\begin{equation}
\operatorname{sgn}H=\frac HW(1-Y)^{-1/2}=\frac HW\sum_{n\ge0}c_nY^n,\qquad c_n=\frac{2n-1}{2n}\,c_{n-1},\quad c_0=1 .
\end{equation}
As $c_n\le1$ and $\|H/W\|\le1$, stopping after $Y^n$ costs at most $\sum_{j>n}\rho^j=\rho^{n+1}/(1-\rho)$ in norm. The truncated sum is a polynomial of degree $2n+1$ in $H$, and no hop is longer than $a$. Two facts follow. If $|\mathbf r_i-\mathbf r_j|>(2n+1)a$ the polynomial has no $ij$ element, so $|P_{ij}|\le\tfrac12\rho^{n+1}/(1-\rho)$. If two samples coincide within $(2n+1)a$ of site $i$, their polynomials have the same row $i$, so their $P_{ij}$ differ by at most $\rho^{n+1}/(1-\rho)$. The projector decays exponentially, and it responds to a distant change of geometry by an exponentially small amount.

\subsection*{(b) Local marker and size law}
Because $[H,P]=0$, $H=QHQ+H_P$ with $H_P=PHP$. In \eqref{m} the first part gives $\operatorname{Tr}[PxQHQyP]$, by $P=P^2$ and cyclicity. In the second part put $P=1-Q$ on the left:
\begin{equation}
\operatorname{Tr}[PxH_Py]=\operatorname{Tr}[H_P\,yx]-\operatorname{Tr}[QxH_PyQ].
\end{equation}
Both $H_P$ and $yx$ are Hermitian, so $\operatorname{Tr}[H_Pyx]^*=\operatorname{Tr}[yxH_P]$ equals itself and is real. Therefore, for any finite sample,
\begin{equation}
m=\sum_i\mu_i,\qquad \mu_i=\operatorname{Im}(PxQHQyP)_{ii}-\operatorname{Im}(QxPHPyQ)_{ii}.
\label{marker}
\end{equation}
Since $QP=0$, $QxP=Q[x,P]$ with $[x,P]_{ij}=(x_i-x_j)P_{ij}$, and $PxQ$ is its adjoint. Each factor in \eqref{marker} thus depends on coordinate differences, decays exponentially and is insensitive to distant geometry, and the same holds for their product. The sum of $\mu_i$ over the two sites of a cell is the cell marker. It is one way of distributing $m$ over cells, fixed by the rearrangement above.

Let $\mu_\infty$ be the cell marker of the crystal. In a half plane bounded by an edge of type $s$, the cell in row $j$ has $\mu_\infty+\epsilon_s(j)$, with $\epsilon_s$ decaying exponentially in $j$. In a wedge write the marker as $\mu_\infty+\epsilon_s(j_1)+\epsilon_{s'}(j_2)+\gamma(j_1,j_2)$, which defines $\gamma$. If $j_1$ is large, the marker tends to the half-plane value $\mu_\infty+\epsilon_{s'}(j_2)$ and $\epsilon_s(j_1)\to0$, so $\gamma\to0$; the same holds for $j_2$, and $\gamma$ is summable. Cut the rhombus into four quadrants of $(L/2)^2$ cells. Each is at least $L/2$ rows from the two far edges and may be replaced by its wedge. It contributes
\begin{equation}
\tfrac{L^2}{4}\mu_\infty+\tfrac L2\sum_j\epsilon_s(j)+\tfrac L2\sum_j\epsilon_{s'}(j)+\sum_{j_1j_2}\gamma ,
\end{equation}
where extending the sums to infinity costs an exponentially small amount. Each edge belongs to two quadrants, so
\begin{equation}
m=MA_cL^2+\alpha L+\beta,\qquad M_L=M+\frac{a_1}{L}+\frac{b_2}{L^2},
\label{law}
\end{equation}
up to terms exponentially small in $L$. Here $M=\mu_\infty/A_c$, $a_1=\alpha/A_c$, $b_2=\beta/A_c$, $\beta$ collects the corners, and $\alpha$ is the sum of $\sum_j\epsilon_s(j)$ over the four edges. A middle row of cells crosses two edges and a middle column the other two, so $\alpha$ is the marker excess of that row plus that column.

\subsection*{(c) Bloch formula}
A periodic short-ranged operator has the symbol $O_{st}(\mathbf k)=\sum O_{ij}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}$, summed over sites $i$ of sublattice $s$ at a fixed $j$ of sublattice $t$, with true site positions in the phase. The inverse is
\begin{equation}
O_{ij}=A_c\int\!\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}O_{st}(\mathbf k).
\label{inv}
\end{equation}
By the convolution theorem products map to products of $2\times2$ matrices, and setting $i=j$ shows that the trace per cell is $A_c\int d^2k/(2\pi)^2\operatorname{tr}O(\mathbf k)$. For a reciprocal vector $\mathbf G$, $O(\mathbf k+\mathbf G)=DO(\mathbf k)D^\dagger$ with $D=\operatorname{diag}(e^{-i\mathbf G\cdot\boldsymbol\tau_s})$. This phase cancels the one from the exponential, so the integrand of \eqref{inv} is periodic. Multiplying by $x_i-x_j$ equals acting with $-i\partial_x\equiv-i\partial/\partial k_x$ on the exponential, and integration by parts, with no boundary term, gives $[x,P]\to i\partial_xP(\mathbf k)$. With $P(\mathbf k)=|u\rangle\langle u|$ for the lower band $E_-$, and $Q|u\rangle=0$,
\begin{equation}
QxP\to iQ|\partial_xu\rangle\langle u|,\qquad PxQ\to-i|u\rangle\langle\partial_xu|Q .
\end{equation}
In each term of \eqref{marker} the factors $i$ and $-i$ multiply to $1$. The first trace is $\langle\partial_xu|QHQ|\partial_yu\rangle$. The second is $E_-\langle\partial_yu|Q|\partial_xu\rangle=E_-\langle\partial_xu|Q|\partial_yu\rangle^*$, and the conjugation cancels the minus sign in \eqref{marker}. Hence $M=M_{LC}+M_{IC}$ with
\begin{align}
M_{LC}&=\operatorname{Im}\!\int\!\frac{d^2k}{(2\pi)^2}\langle\partial_xu|QHQ|\partial_yu\rangle,\nonumber\\
M_{IC}&=\operatorname{Im}\!\int\!\frac{d^2k}{(2\pi)^2}E_-\langle\partial_xu|Q|\partial_yu\rangle .
\label{bloch}
\end{align}
Differentiating $Hu=E_-u$ and projecting on the upper state $u_+$ gives $Q|\partial u\rangle=|u_+\rangle\langle u_+|\partial H|u\rangle/(E_--E_+)$, which needs no smooth phase on a mesh.

For the two-band reduction, $H_{AA}=\Delta+\sum_{\mathbf b}(t_2e^{i\varphi}e^{-i\mathbf k\cdot\mathbf b}+\text{c.c.})=\Delta+2t_2\sum\cos(\mathbf k\cdot\mathbf b-\varphi)$ and likewise $H_{BB}=-\Delta+2t_2\sum\cos(\mathbf k\cdot\mathbf b+\varphi)$. Half their sum and half their difference give $H=d_0+\mathbf d\cdot\boldsymbol\sigma$ with
\begin{equation}
d_0=2t_2\cos\varphi\sum_{\mathbf b}\cos\mathbf k\cdot\mathbf b,\qquad
d_z=\Delta+2t_2\sin\varphi\sum_{\mathbf b}\sin\mathbf k\cdot\mathbf b,
\end{equation}
and $d_x-id_y=t_1\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$, where $\boldsymbol\delta$ runs from A to its three B neighbours. The bands are $E_\pm=d_0\pm|\mathbf d|$. Define the Berry curvature $\Omega=-2\operatorname{Im}\langle\partial_xu|\partial_yu\rangle$. Normalisation makes $\langle u|\partial u\rangle$ imaginary, so $\langle\partial_xu|P|\partial_yu\rangle$ is real and $\operatorname{Im}\langle\partial_xu|Q|\partial_yu\rangle=-\Omega/2$. With $QHQ=E_+Q$ and $E_++E_-=2d_0$,
\begin{equation}
M=-\int\!\frac{d^2k}{(2\pi)^2}\,d_0\,\Omega .
\label{two}
\end{equation}
If $\hat{\mathbf d}$ has polar angles $\theta,\chi$, the lower state is $u=(\sin\frac\theta2,\,-e^{i\chi}\cos\frac\theta2)$. Then $\partial_\theta u=\frac12(\cos\frac\theta2,\,e^{i\chi}\sin\frac\theta2)$, $\partial_\chi u=(0,\,-ie^{i\chi}\cos\frac\theta2)$ and $\langle\partial_\theta u|\partial_\chi u\rangle=-\frac i4\sin\theta$. The chain rule, in which the $\theta\theta$ and $\chi\chi$ terms are real, together with $\hat{\mathbf d}\cdot(\partial_\theta\hat{\mathbf d}\times\partial_\chi\hat{\mathbf d})=\sin\theta$, gives
\begin{equation}
\Omega=\tfrac12\sin\theta\,(\partial_x\theta\,\partial_y\chi-\partial_x\chi\,\partial_y\theta)=\tfrac12\hat{\mathbf d}\cdot(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d}).
\end{equation}

The moment of a flake at fixed filling does not change under $H\to H-\mu$, since $\hat m_{ii}=0$. In \eqref{two} the shift replaces $d_0$ by $d_0-\mu$ and adds $\mu C/2\pi$, with the Chern number $C=\frac1{2\pi}\int\Omega\,d^2k$. Consistency requires $C=0$, and this holds: $\Delta>6|t_2|$ makes $d_z>0$, so $\theta\ne\pi$, and $\tilde u=e^{-i\chi}u$ is smooth everywhere with a real negative B component. That condition fixes $\tilde u(\mathbf k+\mathbf G)=e^{i\mathbf G\cdot\boldsymbol\tau_B}D\tilde u(\mathbf k)$, a $k$-independent unitary map, so $\mathcal A=i\langle\tilde u|\nabla\tilde u\rangle$ is periodic. As $\Omega=\partial_x\mathcal A_y-\partial_y\mathcal A_x$, Stokes' theorem gives $C=0$.

Under $\varphi\to\pi-\varphi$, $\mathbf d$ is unchanged and $d_0$ changes sign, so $M(\pi-\varphi)=-M(\varphi)$. Under $\varphi\to-\varphi$, $\mathbf d(\mathbf k;-\varphi)$ equals $\mathbf d(-\mathbf k;\varphi)$ with $d_y$ reversed. The two derivative signs cancel and the reflection reverses the triple product, so $\Omega(\mathbf k;-\varphi)=-\Omega(-\mathbf k;\varphi)$, while $d_0$ is even in $\mathbf k$ and $\varphi$; thus $M(-\varphi)=-M(\varphi)$. $M$ vanishes at $\varphi=0$ and at $\varphi=\pi/2$. At $\pi/2$ the rhombus itself has $m=0$ at every $L$. There $H_2$ is imaginary, so $\xi H^*\xi=\Delta\xi-T-H_2=-H(-\Delta)$. The half turn $R$ about the centre maps the rhombus to itself, swaps A and B and keeps the sense of circulation, so it turns $H(-\Delta)$ into $H(\Delta)$. The antiunitary product of conjugation, $\xi$ and $R$ thus sends $H$ to $-H$ and filled states to empty ones. It leaves $\hat m$ unchanged, because $-i\to i$ and $H\to-H$ compensate and $\mathbf r_i\times\mathbf r_j$ is even under $R$. Filled and empty states carry the same total moment, the two add to $\operatorname{Tr}\hat m=0$, and each is zero.

\subsection*{(d) Numbers}
All values are listed in the numerical output; $m$, $\alpha$, $\beta$ are in $e\hbar/m_e$ and $M$, $a_1$, $b_2$ in $eE_h/\hbar$. Nine or ten digits are kept where differences are taken; they test the identity and carry no meaning for a material.

The bounds are $g=0.20-0.12=0.0800$ Ha and $W=0.480555$ Ha, so $\rho=0.972286$. The guaranteed gap $2g$ is well below the actual ones: $0.253031$ Ha in the crystal, and $0.28325$ falling to $0.25749$ Ha for $L=6$ to $20$. The range bound is also weak. At $n=600$ it allows an error $1.7\times10^{-6}$ where $1.1\times10^{-14}$ is found, and it covers distances of order $2na$, far beyond these flakes. The proof secures the form of \eqref{law}; that the form is reached at $L\le20$ is a numerical finding. The part of a central row of $P$ on sites at distance $2a$ or more has norm $1.774\times10^{-2}$, and the part at distance $8a$ or more has norm $9.469\times10^{-6}$, which gives a decay length of $30/\ln(1873)=3.98$ bohr over this range.

On a $60\times60$ mesh, converged to rounding against $36\times36$, and with $C=0$ confirmed from plaquette Berry phases,
\begin{equation}
M=(-8.582427+6.986743)\times10^{-4}=-1.595684\times10^{-4},
\end{equation}
and \eqref{two} gives the same value. This is $-1.057\ \mu$A. With $A_c=21.650635$ bohr$^2$, $MA_c=-3.454758\times10^{-3}$, or $-6.91\times10^{-3}\mu_B$ per cell. The two parts are each several times larger than their sum, so either alone misses the size of $M$, and $M_{IC}$ also has the opposite sign.

For $L=8$ the definition, the shifted origin and the marker sum all give $m=-0.163353219$, and the field derivative gives $-0.1633532$. The central cell marker per area differs from $M$ by $3.41\times10^{-5}$ at $L=6$ and $6.14\times10^{-11}$ at $L=20$, falling by a factor between 6.5 and 6.7 for each step of 2 in $L$; at $L=20$ its two parts match $M_{LC}$ and $M_{IC}$ separately.

The raw value $M_{20}=-1.424660\times10^{-4}$ is short of $M$ by $10.7\%$ of $|M|$. For a quadratic, the second difference with step $h$ is $2h^2$ times the leading coefficient, so
\begin{align}
8MA_c&=m(20)-2m(18)+m(16)\nonumber\\
&=-1.233791673+1.972580214-0.766426603=-0.027638062,
\end{align}
giving $MA_c=-3.454758\times10^{-3}$, the Bloch value. In full precision this fit agrees with $M$ to about $10^{-12}$ of $|M|$. The printed deviation, $5.5\times10^{-14}$, is not resolved: the triples starting at $L=6,8,10$ deviate by $3\times10^{-5}$, $1\times10^{-6}$ and $3\times10^{-8}$, a trend that points to an exponential remainder of several $10^{-13}$ at $L=16,18,20$. That is about $10^{-14}$ in the second difference, comparable with the rounding error of the moments. The fit yields $a_1=3.47796\times10^{-4}$, $b_2=-1.14951\times10^{-4}$. The fit passes through $L=20$ by construction, so these split the raw error into its edge and corner parts: $a_1/20+b_2/400=1.73898\times10^{-5}-0.02874\times10^{-5}=1.71024\times10^{-5}$, which is $0.1072|M|$. The fit through $L=10,12,14$ predicts $m(20)=-1.233791677$ against the computed $-1.233791673$.

A straight line in $1/L$ through two sizes has the intercept $M_R=(L_2M_{L_2}-L_1M_{L_1})/(L_2-L_1)$. From \eqref{law}, $LM_L=ML+a_1+b_2/L$, so $a_1$ cancels and
\begin{equation}
M_R=M+\frac{b_2(1/L_2-1/L_1)}{L_2-L_1}=M-\frac{b_2}{L_1L_2}.
\end{equation}
For $L=10,20$, $M_R=2M_{20}-M_{10}=(-2.8493198+1.2593832)\times10^{-4}=-1.5899366\times10^{-4}$. It lies $5.7475\times10^{-7}$ above $M$, or $0.36\%$ of $|M|$, and $-b_2/200$ with $b_2$ from the small flakes is $5.7476\times10^{-7}$. For $L=16,20$ the residue is $3.5922\times10^{-7}$. Agreement after a pure $1/L$ extrapolation therefore holds up to a corner term of order $1/L^2$.

The edge coefficient is $\alpha=7.53001\times10^{-3}$ from the fit and $2\times3.765013\times10^{-3}=7.530026\times10^{-3}$ from the middle row and column at $L=20$. In units of $MA_c$ the row marker is $3.18,\ 1.19,\ 1.03,\ 1.00$ going in from the A-terminated edge and $0.35,\ -1.71$ in the last two cells at the B-terminated edge: with this marker the two edges contribute with opposite signs. The share of a single edge depends on the rearrangement chosen in \eqref{marker}. Another cyclic ordering of the same traces moves weight between edges, and only the sum $\alpha$ is fixed by $m$. At $\varphi=\pi/6$ and $2\pi/3$ the Bloch values $-1.33292\times10^{-4}$ and $+1.43513\times10^{-4}$ are reproduced by fits through $L=10,12,14$, and at $\varphi=\pi/2$ the $L=8$ moment is zero to rounding.

\section*{Variation 1: a triangular flake}
\emph{Keep the cells with $n_1+n_2\le L-1$ and one electron per cell. Does $M$ depend on the shape or the termination?}

On the diagonal edge each B site at $\mathbf R$ loses its A neighbours in cells $\mathbf R+\mathbf a_1$ and $\mathbf R+\mathbf a_2$ and keeps one, a bearded edge. Equation \eqref{gap} and the locality argument did not use the shape. There are $L(L+1)/2$ cells. Row $j$ parallel to an edge has $L-j$ cells, so that edge gives $L\sum\epsilon_s(j)-\sum j\,\epsilon_s(j)$, and the second sum joins the corner constant. Thus
\begin{equation}
m=\tfrac12MA_cL^2+\alpha_\triangle L+\beta_\triangle,\qquad \alpha_\triangle=\tfrac12MA_c+\sum_{s}\sum_j\epsilon_s(j).
\end{equation}
With $h=4$ the second difference is $32\cdot\tfrac12MA_c$:
\begin{equation}
16MA_c=-0.908850528+1.238211588-0.384637180=-0.055276120,
\end{equation}
so $MA_c=-3.454758\times10^{-3}$ again. The subleading coefficients, $\alpha_\triangle=3.56848\times10^{-3}$ and $\beta_\triangle=4.7606\times10^{-4}$, differ from those of the rhombus. For $\Delta>6|t_2|$, edges cut without any added potential or relaxation, and a filling equal to the number of B sites, shape and termination enter the perimeter and corner terms and leave the area term unchanged.

\section*{Variation 2: nonzero Chern number}
\emph{Lower $\Delta$ to $0.02$ Ha. Which step fails?}

The proof of $C=0$ needs $\hat{\mathbf d}$ to avoid the south pole. That pole requires $d_x=d_y=0$, so the three unit phasors $e^{i\mathbf k\cdot\boldsymbol\delta}$ must stand at $120^\circ$, which selects the zone corners $\pm\mathbf K$, $\mathbf K=(4\pi/3a,0)$. At $\mathbf K$ the angles $\mathbf k\cdot\mathbf b$ are $4\pi/3,-2\pi/3,-2\pi/3$, each with sine $-\sqrt3/2$, so $d_z(\pm\mathbf K)=\Delta\mp3\sqrt3\,t_2\sin\varphi$. Hence $C=0$ for $\Delta>3\sqrt3|t_2\sin\varphi|=0.073485$ Ha. As a check, $2(0.20-0.073485)=0.25303$ Ha is the gap at $\mathbf K$ in part (d). Between this value and $6|t_2|$ the bound \eqref{gap} is silent, and a gap uniform in $L$ has to be established for the termination at hand.

At $\Delta=0.02$ Ha, $d_z(\mathbf K)<0$ and the Berry phases sum to $C=+1$. The integral \eqref{bloch} now depends on the energy zero, with computed slope $0.1591549=C/2\pi$ under $H\to H-\mu$. The flake moment at fixed filling has no such dependence. Suppose the flakes kept a gap uniform in $L$ at this filling, inside the bulk gap. Measuring energies from a point in that gap, parts (a) to (c) would go through, and \eqref{law} would equate a shift-independent $L^2$ coefficient with a shift-dependent one. So no such gap exists, and the locality argument of part (a) is lost. The one size computed is consistent with this: the bulk gap is $0.10697$ Ha, while the $L=12$ rhombus has a level spacing of $0.00963$ Ha at half filling. Here $\Delta-6|t_2|<0$, so in part (a) $g$ would have to be replaced by a lower bound on the half gap valid for all $L$. No positive such bound exists, so $\rho$ cannot be kept below $1$, the range bound on $P$ gives nothing, and neither \eqref{law} nor the identification of \eqref{bloch} with $\lim M_L$ follows from the derivation above.

\section*{Computed results}
\begin{verbatim}
D = 0.2 Ha, t1 = -0.1 Ha, t2 = 0.02 Ha, phi = 0.785398 rad, a = 5.0 bohr
cell area Ac = 21.650635 bohr^2
critical D = 0.073485 Ha, direct gap at K = 0.253031 Ha
Chern number = 0; bulk gap = 0.253031 Ha
M_LC = -8.582426897e-04 au, M_IC = 6.986742714e-04 au
M Bloch (60x60) = -1.595684182e-04 au; |change from 36x36| = 1.1e-19 au
M from -d0*Omega = -1.595684182e-04 au
M = -1.056920 microA; M*Ac = -3.454757596e-03 au = -6.909515e-03 mu_B/cell
g = 0.0800 Ha, W = 0.480555 Ha, rho = 0.972286
sign series n=600, L=5: error 1.1e-14, bound 1.7e-06
L, m (au), M_L = m/(L^2 Ac) (au), gap (Ha), central marker/Ac - M (au)
  6 -0.081680894 -1.047966360e-04 0.28325 3.41e-05
  8 -0.163353219 -1.178900314e-04 0.27290 5.24e-06
 10 -0.272664454 -1.259383168e-04 0.26713 7.92e-07
 12 -0.409613776 -1.313836798e-04 0.26357 1.19e-07
 14 -0.574201159 -1.353123239e-04 0.26122 1.80e-08
 16 -0.766426603 -1.382801892e-04 0.25957 2.71e-09
 18 -0.986290107 -1.406011997e-04 0.25838 4.07e-10
 20 -1.233791673 -1.424659909e-04 0.25749 6.14e-11
L=20 central marker: LC = -8.582426566e-04 au, IC = 6.986742997e-04 au
L=8: -dE/dB = -0.1633532 au, shifted origin -0.163353219 au, marker sum -0.163353219 au
max |P flake - P crystal| within 3a of centre = 6.1e-10
tail norm of P: r>=2a 1.774e-02, r>=8a 9.469e-06; decay length 3.98 bohr
fit L=16,18,20: M = -1.595684182e-04 au, rel. dev. 5.5e-14
alpha = 7.5300059e-03 au, beta = -2.4887530e-03 au
a1c = 3.4779608e-04 au, b2c = -1.1495058e-04 au
fit L=10,12,14: M = -1.595684226e-04 au, predicts m(20) = -1.233791677 au
pure 1/L, L=10,20: -1.5899366e-04 au, minus M 5.7475e-07, -b2c/(L1 L2) 5.7476e-07 au
pure 1/L, L=16,20: -1.5920920e-04 au, minus M 3.5922e-07, -b2c/(L1 L2) 3.5922e-07 au
raw rel. dev. at L=20: -0.1072
marker excess row 3.7650132e-03, column 3.7650132e-03, sum 7.5300263e-03 au
row marker/(M Ac), cells 0,1,2,3,10,18,19: 3.1793 1.1854 1.0320 1.0049 1.0000 0.3471 -1.7074
triangle m(16,20,24) = -0.384637180 -0.619105794 -0.908850528 au
triangle fit: M = -1.595684182e-04 au, alpha = 3.5684834e-03, beta = 4.7605801e-04 au
phi = 0.523599 rad: Bloch -1.3329245e-04 au, flake fit -1.3329245e-04 au
phi = 2.094395 rad: Bloch 1.4351293e-04 au, flake fit 1.4351295e-04 au
phi = pi/2: |m(L=8)| = 4e-15 au, |M Bloch| = 0e+00 au
D = 0.02 Ha: C = 1.000000, dM/dmu = 0.1591549 au/Ha, C/2pi = 0.1591549
D = 0.02 Ha: bulk gap 0.10697 Ha, L=12 flake gap 0.00963 Ha
\end{verbatim}
